# Thermal Memory of a Radiating Plate with a Phase-Change Film, part 1

(Sections cited here and not found follow in the second part.)

## 1. The heat balance and its stable temperatures

To compute the steady temperature of a plate suspended in vacuum, one sets the net heat flux to zero and solves for the temperature. A decision hangs on the shape of that flux: is one root enough, or must every root be found and the history of the plate followed? If there are two stable roots with an unstable one between them, the root that a solver returns depends on its starting value. The same property lets the plate store one bit of thermal information. This section derives when that happens for a plate carrying a film whose emissivity changes at a phase transition. The bath temperatures must differ, but the hot bath must also lie within a finite window: too large a difference removes the second state just as too small a one does.

### The net flux

The plate has a uniform temperature $T$. One face looks at a hot bath at $T_H$, the other at a cold bath at $T_C<T_H$. Both baths are black, and each is wide enough that a face sees its own bath and nothing else. The plate is opaque. The vacuum gaps are much wider than the thermal wavelength, which is of the order of 10 µm here, so that heat crosses them as far-field radiation. Conduction is left out for the moment.

A black surface emits, per area and frequency, the Planck radiance times $\int\cos\theta\,d\Omega=\pi$. With $x=h\nu/k_BT$ and $c_0$ the speed of light, the total is

$$
\frac{2\pi h}{c_0^2}\int_0^\infty\frac{\nu^3\,d\nu}{e^{h\nu/k_BT}-1}
=\frac{2\pi k_B^4T^4}{h^3c_0^2}\int_0^\infty\frac{x^3\,dx}{e^x-1}
=\frac{2\pi^5k_B^4}{15h^3c_0^2}\,T^4\equiv\sigma T^4. \tag{1}
$$

The last integral follows from $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$. Each term gives $6/n^4$, and the sum is $6\,\pi^4/90=\pi^4/15$.

Let the face towards the hot bath have a constant emissivity $\varepsilon_1$, and let the film on the other face have emissivity $\varepsilon(T)$. Both faces are taken as grey: the emissivity is the same at all frequencies and angles. By Kirchhoff's law the absorptivity of a face then equals its emissivity, whatever the temperature of the incoming radiation. The hot-side face absorbs $\varepsilon_1\sigma T_H^4$ and emits $\varepsilon_1\sigma T^4$. The film absorbs $\varepsilon(T)\sigma T_C^4$ and emits $\varepsilon(T)\sigma T^4$. The same factor $\varepsilon(T)$ stands in both film terms because absorption is a property of the film in its present state. The net flux into the plate, per area of one face, is

$$
q(T)=\sigma\varepsilon_1\left(T_H^4-T^4\right)-\sigma\varepsilon(T)\left(T^4-T_C^4\right). \tag{2}
$$

At $T\le T_C$ the hot bath supplies heat and the cold bath removes none, so $q>0$. At $T\ge T_H$ the hot bath supplies none and the cold bath removes some, so $q<0$. Every rest temperature therefore lies between the baths, and for continuous $\varepsilon(T)$ there is at least one.

If the baths are equal, $T_H=T_C=T_0$, equation (2) becomes

$$
q=\sigma\left[\varepsilon_1+\varepsilon(T)\right]\left(T_0^4-T^4\right). \tag{3}
$$

The bracket is positive, so $T_0$ is the single zero, however abruptly the film switches. With a single-valued emissivity, the memory therefore needs a heat current through the plate, and it loses its content when the baths are brought to the same temperature and held there. Section 2 shows how hysteresis changes this.

### Why two stable zeros store a bit

Let $c(T)>0$ be the heat capacity per area. Energy conservation gives

$$
c(T)\,\frac{dT}{dt}=q(T). \tag{4}
$$

Suppose that $q$ has three zeros $T_1<T_u<T_2$, with negative, positive and negative slope. Just above $T_1$ the flux is negative, and it cannot change sign before $T_u$. A plate that starts between $T_1$ and $T_u$ therefore cools. It cannot cross $T_1$, because a smooth first-order equation has one solution through each point and $T=T_1$ is itself a solution. A falling temperature with a lower bound has a limit. At that limit $q$ must vanish, since otherwise $dT/dt$ would tend to a nonzero value and the temperature would go on falling. The limit is $T_1$. Between $T_u$ and $T_2$ the flux is positive, and the same reasoning leads to $T_2$. Starts below $T_1$ end at $T_1$, and starts above $T_2$ end at $T_2$.

The final state thus records on which side of $T_u$ the plate was released. The heat capacity affects the time this takes but not the destination.

Near a zero $T_*$, write $T=T_*+\delta$. The derivative of $q/c$ is $q'/c-qc'/c^2$, whose second part vanishes at the zero. To first order in $\delta$,

$$
\frac{d\delta}{dt}=\frac{q'(T_*)}{c(T_*)}\,\delta, \tag{5}
$$

and differentiation of (2) gives

$$
q'(T)=-4\sigma T^3\left[\varepsilon_1+\varepsilon(T)\right]-\sigma\varepsilon'(T)\left(T^4-T_C^4\right). \tag{6}
$$

The first term is negative: a warmer plate of fixed emissivity loses more heat. The second is positive if the emissivity falls on heating. An unstable zero requires the loss of emissivity to outweigh the growth of $T^4$.

### The condition on the film

Define the ratio of the two couplings, $r(T)=\varepsilon(T)/\varepsilon_1$, and take $\sigma\varepsilon_1$ out of (2):

$$
q(T)=\sigma\varepsilon_1\left[T_H^4-G(T)\right],\qquad
G(T)=T^4+r(T)\left(T^4-T_C^4\right). \tag{7}
$$

The rest temperatures are the points where the curve $G$ meets the level $T_H^4$. For constant $\varepsilon_1$, $q'=-\sigma\varepsilon_1G'$, so a zero is stable where $G$ rises and unstable where it falls. The slope is

$$
G'(T)=4T^3\left[1+r(T)\right]+r'(T)\left(T^4-T_C^4\right). \tag{8}
$$

If $G$ rises throughout, it meets each level once. In particular, $r'\ge0$ gives a single rest state for every $T_H$. A film whose emissivity increases on heating therefore cannot make this memory when it faces the cold bath.

Conversely, suppose that at some $T_s>T_C$

$$
-r'(T_s)\left(T_s^4-T_C^4\right)>4T_s^3\left[1+r(T_s)\right]. \tag{9}
$$

Choose the hot bath so that $T_H^4=G(T_s)$. This bath is hotter than $T_s$, because $G(T_s)>T_s^4$. Now $T_s$ is a zero of $q$ with positive slope. Just below it $q<0$, while $q(T_C)>0$, so there is another zero between them. Just above it $q>0$, while $q(T_H)<0$, so there is a third. Condition (9) guarantees that a suitable hot bath exists. It does not make every hot bath suitable.

If $G$ has one maximum, at $T_a$, followed by one minimum, at $T_b$, there are three zeros when

$$
G(T_b)<T_H^4<G(T_a). \tag{10}
$$

At either edge of this window the unstable zero merges with one of the stable ones. Below the window the cold state remains, above it the hot state.

The ratio $r$ also falls if the phase-change film sits on the hot-facing side and its emissivity rises on heating. The factor $\varepsilon_1(T)$ in front of the bracket in (7) is then variable but positive, so the sign of $q$ follows from the bracket as before. A test with a film rising from 0.25 to 0.80 on the hot side, a constant 0.4 on the cold side and baths at 366 K and 300 K found three zeros.

### A sharp transition

Let the emissivity jump from $\varepsilon_i$ in the insulating phase to a smaller $\varepsilon_m$ in the metallic phase at $T_m>T_C$, and let $r_i$ and $r_m$ be the two ratios. Within one phase $r$ is constant, and $G=T_H^4$ reads $(1+r)T^4=T_H^4+rT_C^4$. The candidate states are

$$
T_{\rm ins}^4=\frac{T_H^4+r_iT_C^4}{1+r_i},\qquad
T_{\rm met}^4=\frac{T_H^4+r_mT_C^4}{1+r_m}. \tag{11}
$$

Each must lie in its own phase. The requirement $T_{\rm ins}<T_m$ means $T_H^4+r_iT_C^4<(1+r_i)T_m^4$. The requirement $T_{\rm met}>T_m$ means $T_H^4+r_mT_C^4>(1+r_m)T_m^4$. Together they give

$$
T_m^4+r_m\left(T_m^4-T_C^4\right)<T_H^4<T_m^4+r_i\left(T_m^4-T_C^4\right). \tag{12}
$$

The window closes when the two emissivities become equal or when $T_C$ approaches $T_m$.

### How wide the transition may be

A real transition is spread over a range of temperature. Let $\phi$ be the insulating fraction, with

$$
\phi(T)=\frac{1}{1+e^{(T-T_m)/w}},\qquad
\varepsilon=\varepsilon_m+\Delta\,\phi,\qquad \Delta=\varepsilon_i-\varepsilon_m. \tag{13}
$$

The linear dependence of $\varepsilon$ on $\phi$ is a model assumption; the optics of a mixed film does not in general give it. Differentiation gives $\phi'=-\phi(1-\phi)/w$. Since $r'/(1+r)=\varepsilon'/(\varepsilon_1+\varepsilon)$, condition (9) can be divided by $4T^3(1+r)$ and written as

$$
D(T)\,H(T)>1,\quad
D=-\frac{d\ln(\varepsilon_1+\varepsilon)}{dT},\quad
H=\frac{T^4-T_C^4}{4T^3}. \tag{14}
$$

Set $a=\varepsilon_1+\varepsilon_m$, $b=\varepsilon_1+\varepsilon_i$ and $y=a+\Delta\phi$. Then $\phi=(y-a)/\Delta$ and $1-\phi=(b-y)/\Delta$, so

$$
wD=\frac{\Delta\,\phi(1-\phi)}{y}=\frac{(y-a)(b-y)}{\Delta\,y}
=\frac{1}{\Delta}\left(a+b-y-\frac{ab}{y}\right). \tag{15}
$$

Because $(\sqrt y-\sqrt{ab/y})^2\ge0$, the sum $y+ab/y$ is at least $2\sqrt{ab}$, with equality at $y=\sqrt{ab}$. With $\Delta=b-a$ the largest value of $wD$ is

$$
\kappa=\frac{(\sqrt b-\sqrt a)^2}{b-a}=\frac{\sqrt b-\sqrt a}{\sqrt b+\sqrt a}. \tag{16}
$$

At this point $\phi=\sqrt a/(\sqrt a+\sqrt b)$, hence $(1-\phi)/\phi=\sqrt{b/a}$. By (13) this ratio is $e^{(T-T_m)/w}$, so the steepest relative fall is at $T_s=T_m+\tfrac12w\ln(b/a)$, above $T_m$. The function $H=(T-T_C^4/T^3)/4$ rises with $T$, and so $H(T_s)>H(T_m)$. It follows that

$$
w<\kappa\,\frac{T_m^4-T_C^4}{4T_m^3} \tag{17}
$$

is sufficient for (14) to hold at $T_s$. It is not necessary, and the true limit has to be found numerically.

For a given film, a smaller $\varepsilon_1$ raises $b/a$ and with it $\kappa$. The price is a hotter bath, since both edges in (12) contain $1/\varepsilon_1$. A colder $T_C$ also relaxes (17), but its right-hand side stays below $\kappa T_m/4$.

### Numbers for a vanadium dioxide film

Take $T_H=390$ K, $T_C=300$ K, $\varepsilon_1=0.20$, $\varepsilon_i=0.80$, $\varepsilon_m=0.25$, $T_m=338$ K and $w=1.0$ K. The film data are illustrative values for vanadium dioxide on a strongly emitting substrate. The ratios are $r_i=4$ and $r_m=1.25$. With $T_H^4=2.313\times10^{10}$ K$^4$ and $T_C^4=0.810\times10^{10}$ K$^4$, equation (11) gives

$$
T_{\rm ins}^4=\frac{2.313+4(0.810)}{5}\times10^{10}\ \mathrm{K^4},\qquad
T_{\rm met}^4=\frac{2.313+1.25(0.810)}{2.25}\times10^{10}\ \mathrm{K^4},
$$

that is, 324.6 K and 348.7 K. The zeros of the smooth balance (2) are 324.6 K, 339.1 K and 348.7 K. The outer two agree with the sharp limit at this precision because both lie many widths from $T_m$.

At the middle zero $\varepsilon=0.387$, so $\phi=(0.387-0.25)/0.55=0.249$ and $\varepsilon'=-0.55\,\phi(1-\phi)/w=-0.103$ K$^{-1}$. The two terms of (6) are about $-5.2$ and $+29.9$ W/(m$^2$ K). Their sum, 24.7 W/(m$^2$ K), is positive, and the zero is unstable. In a test, integration of (4) from 0.05 K below this zero ended at the cold state, and from 0.05 K above it at the hot state.

The sharp limit (12) puts the hot-bath window at 372.4 K to 425.8 K. The extrema of the smooth $G$, at 335.3 K and 341.7 K, reduce it to 380.3 K to 416.2 K. Counts of the zeros gave three at 0.05 K inside each edge and one at 0.05 K outside.

For the width, $a=0.45$ and $b=1.00$ give $\kappa=0.197$, and $H(T_m)=32.1$ K. Condition (17) then guarantees a bistable window for $w<6.3$ K. The numerical limit for these parameters is 6.8 K. It refers to some suitable $T_H$, not to $T_H$ fixed at 390 K.

## 2. Writing, erasing and the effect of hysteresis

The plate at temperature $T$ exchanges radiation with a hot bath at $T_H$ through a face of emissivity $\varepsilon_1$, and with a cold bath at $T_C$ through a film of emissivity $\varepsilon(T)$. The net flux $q(T)$ is given by (2), and $c\,dT/dt=q$. In the form (7), $q=\sigma\varepsilon_1[T_H^4-G(T)]$, where $G$ has a maximum at $T_a$ and a minimum at $T_b$. The insulating fraction $\phi$ of the film follows the logistic law (13), with centre $T_m$ and width $w$. For baths at 390 K and 300 K the stable temperatures are $T_1=324.6$ K and $T_2=348.7$ K, separated by the unstable $T_u=339.1$ K. The hot bath may lie between 380.3 K and 416.2 K.

### Heat capacity and response times

The example is a silicon plate 1 mm square and 10 µm thick with a film 1 µm thick. Silicon this thin transmits much of the thermal infrared. A thin metal coat on the hot side, whose heat capacity is left out, is assumed to make the plate opaque, and the film emissivities are assumed rather than calculated for this stack of layers. A conductor poor enough to have an emissivity of 0.20 must be about 0.25 to 0.45 µm thick to pass less than 1 % to 0.1 % of the radiation at 10 µm, which would add some 4 to 7 % to the heat capacity $c_b$ given below. Silicon itself emits little in the thermal infrared, so a film this thin on silicon and metal should not be expected to reach 0.80 in its insulating phase. A real design would need a strongly emitting layer under the film, which would add to the heat capacity and lengthen the times below. Without the transition and without such a layer, the heat capacity of the plate is $c_b=19.7$ J/(m$^2$ K). The latent heat for turning the whole film from insulator to metal is set to $\ell=235$ J/m$^2$, a model input of realistic size. A rise $dT$ converts the fraction $-\phi'\,dT$, so

$$
c(T)=c_b-\ell\,\phi'(T)=c_b+\frac{\ell}{w}\,\phi(1-\phi). \tag{18}
$$

At $T_u$, where $\phi=0.249$, this is $19.7+235(0.187)=63.6$ J/(m$^2$ K). The latent heat triples the heat capacity there, although it leaves the rest temperatures unchanged.

By (5), small deviations decay at 0.394 s$^{-1}$ in the cold state and at 0.219 s$^{-1}$ in the hot state, which corresponds to times of 2.5 s and 4.6 s. When the film is far from its transition, the restoring slope in (6) is proportional to $T^3(\varepsilon_1+\varepsilon)$. The hot state is slower because the lower emissivity of its film outweighs the larger $T^3$. At $T_u$ a deviation grows at 0.388 s$^{-1}$.

The plate has two stable temperatures separated by an unstable one when the film's emissivity falls steeply enough on heating and the hot bath lies within a finite window; the example also gives the response times near these temperatures. What remains is how to write and erase the bit, how hysteresis changes the result, and what the effects left out of the balance do to it.
